# Heavy–light hole mixing at zero in-plane momentum in [001] quantum wells, part 1

(Sections cited here and not found follow in the second part.)

**Question**

In my envelope-function code for an [001] quantum well, the $4\times4$ Luttinger Hamiltonian is diagonal at $k_\parallel=0$. I concluded that heavy holes (HH) and light holes (LH) cannot mix there, and that interband absorption at normal incidence cannot depend on the direction of linear polarization. A colleague says that the interface of a zincblende crystal adds a term $\delta(z-z_i)(J_xJ_y+J_yJ_x)$, and that this makes wells without a common atom optically anisotropic. Which symmetry allows such a term, where does it come from microscopically, and is the lack of a common atom really the condition for anisotropy?

**Answer**

The decoupling is a property of the Luttinger Hamiltonian, whose symmetry at $k_\parallel=0$ is higher than that of the crystal. An abrupt [001] interface has point group $C_{2v}$, which allows the delta term. Your colleague's second statement needs a correction: mixing and anisotropy are different things. Mixing is allowed at any such interface, while anisotropy requires that the structure as a whole lose the rotoinversion $S_4$ about the growth axis (for symmetric confinement, that the two interface terms do not cancel), and the lack of a common atom is neither sufficient nor necessary for that.

I use Hartree atomic units. Basis states are valence-electron Bloch functions built from $(X,Y,Z)\otimes$ spin, and the hole energy is minus the electron energy. Start from $|\tfrac32\rangle=|1,1\rangle\!\uparrow$ with $|1,\pm1\rangle=\mp(X\pm iY)/\sqrt2$ and $|1,0\rangle=Z$. Applying $J_-=L_-+S_-$ gives $\sqrt3\,|\tfrac12\rangle=\sqrt2|1,0\rangle\!\uparrow+|1,1\rangle\!\downarrow$, and applying it again gives $2\sqrt3\,|{-\tfrac12}\rangle=2|1,-1\rangle\!\uparrow+2\sqrt2|1,0\rangle\!\downarrow$. Hence

$$|\tfrac32\rangle=-\frac{(X+iY)\!\uparrow}{\sqrt2},\qquad |{-\tfrac12}\rangle=\frac{(X-iY)\!\uparrow+2Z\!\downarrow}{\sqrt6}.$$

**Why the Luttinger model gives no mixing**

At $k_x=k_y=0$ every $\gamma_3$ term vanishes, because each carries a product $k_ik_j$ with $i\ne j$. What remains is

$$H_L=\tfrac12k_z\left[\gamma_1+\tfrac52\gamma_2-2\gamma_2J_z^2\right]k_z+V(z).$$

With $J_z^2=9/4$ or $1/4$ the bracket is $\gamma_1-2\gamma_2=1/m_h$ or $\gamma_1+2\gamma_2=1/m_l$. This operator commutes with $J_z$, so it is invariant under rotation about $z$ by any angle. The crystal is not.

**What one interface allows**

In units of $a/4$ ($a$ the cubic lattice constant), an anion has two bonds going up, $(1,1,1)$ and $(-1,-1,1)$, and two going down, $(1,-1,-1)$ and $(-1,1,-1)$. The up-bonds project onto $x'=[110]$ and the down-bonds onto $y'=[1\bar10]$. The operation $S_4$, $(x,y,z)\to(y,-x,-z)$, exchanges the two pairs and makes $x'$ and $y'$ equivalent in the bulk. At an interface the atoms above and below differ, so $S_4$ is lost. A pure fourfold rotation was never a symmetry, since it turns the up-bonds into directions where no atom sits. The survivors are the identity, $C_{2z}$ and the mirrors $x\leftrightarrow y$ and $x\leftrightarrow -y$, which form $C_{2v}$.

A term $\delta(z-z_i)\,Q$ needs a Hermitian $4\times4$ matrix $Q$ that is even under time reversal and invariant under this group. The 16 Hermitian matrices are spanned by tensors of rank 0, 1, 2, 3 in $\mathbf J$ ($1+3+5+7$). Time reversal sends $\mathbf J\to-\mathbf J$ and keeps ranks 0 and 2, spanned by $1$, $J_z^2$, $J_x^2-J_y^2$, $\{J_x,J_y\}$, $\{J_x,J_z\}$, $\{J_y,J_z\}$, with $\{A,B\}=AB+BA$. The rotation $C_{2z}$ reverses $J_x$ and $J_y$ and removes the last two. Since $\mathbf J$ is an axial vector, the mirror $x\leftrightarrow y$ sends $J_x\to-J_y$, $J_y\to-J_x$; this removes $J_x^2-J_y^2$ and keeps $\{J_x,J_y\}$. Three invariants remain. A fourfold axis ($J_x\to J_y$, $J_y\to-J_x$) would reverse $\{J_x,J_y\}$ and leave two, both diagonal. Numerical group averaging confirms the counts 3 for $C_{2v}$ and 2 for $C_{4v}$.

Define $M=\{J_x,J_y\}/\sqrt3$. From $J_\pm=J_x\pm iJ_y$ one has $J_+^2-J_-^2=2i\{J_x,J_y\}$. With $J_+|{-\tfrac12}\rangle=2|\tfrac12\rangle$, $J_+|\tfrac12\rangle=\sqrt3|\tfrac32\rangle$ and $J_+|{-\tfrac32}\rangle=\sqrt3|{-\tfrac12}\rangle$, both nonzero elements of $J_+^2$ equal $2\sqrt3$, so

$$\langle\tfrac32|M|{-\tfrac12}\rangle=\langle\tfrac12|M|{-\tfrac32}\rangle=\frac{2\sqrt3}{2i\sqrt3}=-i,\qquad M^2=1 .$$

The term $T\delta(z-z_i)M$ couples HH $+\tfrac32$ to LH $-\tfrac12$, and HH $-\tfrac32$ to LH $+\tfrac12$. In the order (HH, LH) the second block is the complex conjugate of the first, its Kramers partner.

**What the whole well allows**

Write the coupling as $f(z)M$ with $f=T_L\delta(z+L/2)+T_R\delta(z-L/2)$. In-plane anisotropy between $x'$ and $y'$ is the component $\sigma_{xy}$ of the absorption tensor, which transforms like the product $xy$, as $M$ does.

If the plane sequence reads the same from both sides about a central atomic plane, $S_4$ survives and the group is $D_{2d}$. $S_4$ is a fourfold rotation times inversion; inversion leaves $\mathbf J$ alone, so $M\to-M$ while $z\to-z$. Invariance forces $f(-z)=-f(z)$, that is $T_L=-T_R$. Neither $T$ has to vanish, but $xy\to-xy$ forces $\sigma_{xy}=0$. An abrupt common-atom well between equal barriers is of this kind for odd and even monolayer numbers, because all anion planes have their up-bonds along the same direction.

Without a common atom (well anion a and cation W, barrier anion p and cation q) each interface is either an a–q or a p–W bond. Equal bonds at both sides give a palindromic sequence, hence $D_{2d}$ and no anisotropy. Unequal bonds leave $C_{2v}$, $T_L+T_R$ is unconstrained and $\sigma_{xy}$ is allowed. So the lack of a common atom is not sufficient.

It is not necessary either. Unequal barriers or an electric field along $z$ destroy $S_4$ in a common-atom well. In the diamond structure an odd number of well planes gives $D_{2d}$, but an even number puts the centre on a bond midpoint, which is an inversion centre, and gives $D_{2h}$. Inversion keeps $M$ and reverses $z$, so $f$ must be even, $T_L=T_R$, and $\sigma_{xy}$ is allowed. Shifting such a well by one atomic plane exchanges $x'$ and $y'$ and reverses the sign of $\sigma_{xy}$, so in a real sample terraces separated by monatomic steps tend to cancel. An integer symmetry search over explicit plane stacks confirms these groups and parities for the seven stacks listed in the numerical output.

Bulk zincblende has a second mixing channel, the $k$-linear term $Ck_z\{J_z,J_x^2-J_y^2\}$. Since $J_x^2-J_y^2=(J_+^2+J_-^2)/2$ has element $\sqrt3$ between $\tfrac32$ and $-\tfrac12$, and the anticommutator multiplies it by $\tfrac32-\tfrac12=1$, this couples the same pair. Under $S_4$ both $k_z$ and $J_x^2-J_y^2$ change sign, so the term respects $D_{2d}$ and produces no anisotropy in a symmetric well.

**Microscopic origin**

Take spinless nearest-neighbour $sp^3$ tight binding with a common anion. For a bond $\mathbf b=(\pm1,\pm1,\pm1)$ the $p$–$p$ block is $\tfrac14[V_{xy}\mathbf b\mathbf b^T+(V_{xx}-V_{xy})1]$, and $s$–$p$ elements are proportional to $\mathbf b$. At $k_\parallel=0$ the two bonds to a neighbouring plane are added. The two up-bonds have $\mathbf b\cdot\hat x'=\pm\sqrt2$, $\mathbf b\cdot\hat y'=0$ and equal $b_z$, so the $s$–$p_{x'}$ and $p_z$–$p_{x'}$ elements cancel in the sum, and $p_{x'}$–$p_{y'}$ vanishes. The down-bonds behave alike with $x'\leftrightarrow y'$. The $p_{x'}$ orbitals thus form an isolated chain with up and down hoppings

$$u=2\cdot\tfrac14[2V_{xy}+V_{xx}-V_{xy}]=\tfrac12(V_{xx}+V_{xy}),\qquad w=\tfrac12(V_{xx}-V_{xy}),$$

and the $p_{y'}$ chain has $u\leftrightarrow w$. Let $A_n$ be the amplitude on anion plane $n$ (spacing $d=a/2$) and $C_n$ that on the cation plane above it, whose species fixes $E_{c,n},u_n,w_n$:

$$(E-E_a)A_n=u_nC_n+w_{n-1}C_{n-1},\qquad (E-E_{c,n})C_n=u_nA_n+w_nA_{n+1}.$$

Solving the second equation for $C_n$ and inserting it in the first, with $\epsilon_n=E-E_{c,n}$,

$$(E-E_a)A_n=\left[\frac{u_n^2}{\epsilon_n}+\frac{w_{n-1}^2}{\epsilon_{n-1}}\right]A_n+\frac{u_nw_n}{\epsilon_n}A_{n+1}+\frac{u_{n-1}w_{n-1}}{\epsilon_{n-1}}A_{n-1}.$$

The effective hoppings are symmetric in $u\leftrightarrow w$. The two chains differ in the diagonal alone, and since $u^2-w^2=V_{xx}V_{xy}$,

$$H^{\rm eff}_{x'}-H^{\rm eff}_{y'}=\mathrm{diag}(g_n-g_{n-1}),\qquad g=\frac{V_{xx}V_{xy}}{E-E_c}.$$

This is exact within the model. The difference vanishes on every anion with the same cation on both sides and survives on the interface anion, so the delta function is one atomic plane. It also shows $T_L=-T_R$ for equal barriers, since above and below are exchanged at the second interface.

For the strength, perturb $H^{\rm eff}(E)A=EA$: $\delta E\,[\langle A|A\rangle-\langle A|\partial_EH^{\rm eff}|A\rangle]=\langle A|\delta H|A\rangle$. Differentiating $1/\epsilon_n$ gives $-\langle A|\partial_EH^{\rm eff}|A\rangle=\sum|C_n|^2$, so the bracket is the full norm, equal to 1. For a slowly varying normalized envelope, $|A_n|^2=\alpha^2d\,F(z_n)^2$, with $\alpha^2$ the anion weight at the band edge. Giving half of the difference to each chain, the electron energy gains $\tau\delta(z-z_i)(|x'\rangle\langle x'|-|y'\rangle\langle y'|)$ with

$$\tau=\tfrac12\alpha^2d\,(g_{\rm above}-g_{\rm below}),\qquad E_{x'}-E_{y'}\simeq2\sum_i\tau_iF(z_i)^2 ,$$

to first order in the contrast between the materials. The bulk inputs come from the $2\times2$ Bloch matrix with off-diagonal element $u+we^{ikd}$, whose squared modulus is $V_{xx}^2-uwk^2d^2$ at small $k$. With $R=\sqrt{(E_c-E_a)^2/4+V_{xx}^2}$ this gives $E_v=(E_a+E_c)/2-R$, $\alpha^2=V_{xx}^2/[V_{xx}^2+(E_v-E_a)^2]$ and, since $-uw=(V_{xy}^2-V_{xx}^2)/4$, a hole mass $1/m=(V_{xy}^2-V_{xx}^2)d^2/4R$.

With round parameters $E_a=0.04$, $E_c=0.14$, $V_{xx}=0.07$, $V_{xy}=0.20$ Ha and $d=5.5$ bohr, one finds $E_v=0.00398$ Ha, $\alpha^2=0.7906$, $m=0.3241$. The splitting formula was tested against diagonalization of long chains with unequal barriers whose parameters differ from the well's by $\eta$ times fixed increments. At $\eta=0.02$ the chain gives $6.951\times10^{-7}$ Ha against $6.988\times10^{-7}$ Ha from the formula, and at $\eta=0.005$ it gives $8.698\times10^{-8}$ against $8.710\times10^{-8}$ Ha. The well is 100 monolayers wide in the first run and 200 in the second. The deviations, relative to the formula, are 0.54% and 0.14%; their ratio is close to the ratio 4 of the two $\eta$ values.

When the spin-orbit splitting is large compared with the confinement energies, this orbital operator is projected onto $J=\tfrac32$. First, $|x'\rangle\langle x'|-|y'\rangle\langle y'|=|x\rangle\langle y|+|y\rangle\langle x|$. With $(L_k)_{ij}=-i\varepsilon_{kij}$ one gets $L_xL_y=-|y\rangle\langle x|$ and $L_yL_x=-|x\rangle\langle y|$, so the operator is $-\{L_x,L_y\}$. By the Wigner–Eckart theorem, rank-2 tensors of $\mathbf L$ and $\mathbf J$ are proportional within the quartet. The factor follows from the $zz$ component: $\langle L_z^2\rangle$ is $1$ in $|\tfrac32\rangle$ and $\tfrac13$ in $|\tfrac12\rangle$, a difference of $\tfrac23$ against $2$ for $J_z^2$, so the factor is $\tfrac13$. The operator becomes $-\tfrac13\sqrt3M=-M/\sqrt3$. Changing to hole energy reverses the sign, so $T=\tau/\sqrt3$.

For a barrier cation below the interface with $E_c=0.12$ Ha and hoppings larger by the factor 1.1, $g_{\rm above}=-0.10292$ and $g_{\rm below}=-0.14601$ Ha, so $\tau=\tfrac12(0.7906)(5.5)(0.04309)=0.094$ and $T=0.054$ Ha bohr. At this contrast the first-order formula indicates a size, a few hundredths of a Hartree bohr, and no more.

The symmetry claims were also tested on full $sp^3$ superlattices (12+12 monolayers) with spin-orbit coupling and optical matrix elements from $\partial H/\partial\mathbf k$. A pure $J_z=\pm\tfrac32$ state has no $p_z$ weight, yet the top valence state has $8\times10^{-4}$ for a common anion, $6\times10^{-4}$ for equal interface bonds and $5\times10^{-3}$ for unequal ones; this weight can also include an admixture of the split-off band, so it shows that mixing is present but does not measure $T$. The polarization degree $\rho$ defined below vanishes in the first two cases, is $-0.125$ in the third and becomes $+0.125$ when the stacking order is reversed.

Symmetry allows HH–LH mixing at any abrupt [001] interface, while optical anisotropy requires the whole well to lose $S_4$; in the common-anion tight-binding model the interface term comes from the different cations on the two sides of the interface anion. What remains is to solve the envelope equations with this term and to calculate the resulting levels and polarization.
